\section*{Head-to-Head Ferroelectric Wall Screened by a Degenerate Electron Gas}

\section{The decision: how long a cell, and whose electrons}

Anyone setting up a calculation of a head-to-head domain wall must choose a cell length and a source for the electrons that screen the wall. A cell sized for a neutral wall, a fraction of a nanometre wide, may be too short for the charged one. The choice of source can change the formation energy by more than a factor of ten. Both decisions follow from a one-dimensional model, built up here from the simplest case.

The crystal is uniaxial, with polarization $P(x)$ along the wall normal and $P=+P_0$ on the left, $-P_0$ on the right. In SI units its Landau energy density is
\begin{equation}
f(P)=-\frac a2P^2+\frac b4P^4,\qquad P_0^2=\frac ab .
\end{equation}
Completing the square gives
\begin{equation}
f(P)-f(P_0)=\frac b4(P_0^2-P^2)^2=F_0(1-u^2)^2,\quad F_0=\frac{aP_0^2}{4},
\end{equation}
where $u=-P/P_0$ runs from $-1$ to $1$. The curvature at the minimum is $f''(P_0)=-a+3bP_0^2=2a$, so the permittivity along the axis is $\epsilon_f=1/(2a)$.

The example uses rough values in the regime of tetragonal barium titanate at 300 K: $P_0=26\ \mu$C/cm$^2$, $\epsilon_f=200\,\epsilon_0$ and a gap $E_g=3.2$ eV. They give $a=2.82\times10^8$ J\,m/C$^2$ and $F_0=4.77$ MJ/m$^3$.

\section{First case: a charged sheet}

The bound charge density is $-P'$, and its integral is
\begin{equation}
-\int_{-\infty}^{\infty}P'\,dx=P_0-(-P_0)=2P_0 .
\end{equation}
Neutrality requires $2P_0/q$ electrons per area, here $3.25\times10^{14}$ cm$^{-2}$. If each is lifted from the valence-band top to the conduction-band bottom, the cost is
\begin{equation}
W_0=\frac{2P_0E_g}{q}=2(0.26)(3.2)\ \mathrm{J/m^2}=1664\ \mathrm{mJ/m^2}.
\end{equation}
Here $E_g$ is in joules, so $V_g=E_g/q$ is 3.2 V.

The holes must go somewhere. In an isolated crystal they collect at a tail-to-tail wall, and $W_0$ is then the promotion cost of the pair of walls. For one wall the cost depends on the reservoir. Electrons taken from a level $\Delta$ below the conduction band cost $2P_0\Delta/q$ instead.

\subsection*{Limit: walls close together}

Let the two kinds of wall alternate at spacing $d$, and let the displacement in each domain have magnitude $D$, possibly below $P_0$. Each wall then carries free charge $2D$. Neglecting the background permittivity, so that $P=D$ inside the domains, one period costs
\begin{equation}
w(D)=2d\,[f(D)-f(P_0)]+2DV_g .
\end{equation}
Setting $w'(D)=0$ gives $f'(D)=-V_g/d$. Near $P_0$, $f'(D)\simeq2a(D-P_0)$, hence $P_0-D\simeq V_g/(2ad)$. Inserting this,
\begin{align}
w&\simeq2da(P_0-D)^2+2P_0V_g-2(P_0-D)V_g\nonumber\\
&=2P_0V_g+\frac{V_g^2}{2ad}-\frac{V_g^2}{ad}
=2P_0V_g-\frac{\epsilon_fV_g^2}{d}.
\end{align}
At $d=1\ \mu$m the shift is $-18.1$ mJ/m$^2$; numerical minimization of $w$ gives $-18.6$. The sheet result is therefore the limit of wide domains.

For small $d$ the stationary state disappears. The largest value of $-f'(D)=aD-bD^3$ lies at $D=P_0/\sqrt3$ and equals $2aP_0/(3\sqrt3)$. A polarized state therefore needs
\begin{equation}
d\ge d_{\min}=\frac{3\sqrt3\,V_g}{2aP_0}=113\ \mathrm{nm}.
\end{equation}
A root count on either side of this spacing, at $0.99$ and $1.01\,d_{\min}$, finds zero and two positive solutions.

Existence does not yet mean preference. The unpolarized crystal, with $D=0$, costs $2dF_0$. The polarized state wins if some $D$ satisfies $V_g/d<aD/2-bD^3/4$. The right side is largest at $D^2=2P_0^2/3$, where it is $\sqrt2\,aP_0/(3\sqrt3)$, so the required spacing is $\sqrt2\,d_{\min}\simeq160$ nm. For these parameters a defect-free cell of a few nanometres thus cannot hold this pair in the model, and its screening charge must come by some other route, such as donors. The limit depends strongly on the material, since $d_{\min}=3\sqrt3\,\epsilon_fV_g/P_0$: for $P_0=80\ \mu$C/cm$^2$, $\epsilon_f=40\,\epsilon_0$ and a gap of 1.6 eV the sheet model gives only 3.7 nm.

Both spacings refer to evenly spaced walls and to a comparison with $D=0$ only. In a periodic cell the single-domain state costs nothing and lies below both. Equal spacing is also not a minimum against wall motion. For domains of lengths $d_1$ and $d_2$ the shift becomes $-\frac12\epsilon_fV_g^2(1/d_1+1/d_2)$, which at fixed $d_1+d_2$ is highest at $d_1=d_2$. The walls attract, and the pair is held in place only by symmetry or pinning.

\section{Second case: electrons with kinetic energy}

A sheet of zero thickness would squeeze the electrons to infinite density. To give the wall a width, treat them as a local, zero-temperature Fermi gas with isotropic density-of-states mass $m$ and two spins. Its kinetic energy density and chemical potential, measured from the local band edge, are
\begin{equation}
\kappa=\frac{3\hbar^2}{10m}(3\pi^2)^{2/3}n^{5/3},\qquad
\mu=\frac{d\kappa}{dn}=\frac{\hbar^2}{2m}(3\pi^2n)^{2/3}.
\end{equation}
Define $\phi=\mu/q$. Inverting the second relation,
\begin{equation}
qn=A\phi^{3/2},\qquad A=\frac{q(2mq)^{3/2}}{3\pi^2\hbar^3}.
\end{equation}
Also $\kappa=\frac35n\mu$, so the pressure is $p=n\mu-\kappa=\frac25qn\phi$, and $dp=n\,d\mu$.

For the moment neglect polarization gradients and the background permittivity. Gauss's law is then $P'=-qn$, and the wall energy beyond promotion is
\begin{equation}
s=\int\left[f(P)-f(P_0)+\kappa(n)\right]dx .
\end{equation}
A variation $\delta P$ changes $n$ by $-\delta P'/q$. Integrating by parts,
\begin{equation}
\delta s=\int\left[f'(P)+\phi'\right]\delta P\,dx=0
\quad\Rightarrow\quad f'(P)=-\phi'.
\end{equation}
The field is $E=f'(P)$, so $E=-\phi'$ and $\phi$ is the electrostatic potential. It vanishes far away, where $n=0$. Multiplying by $P'=-qn$ gives $f'(P)P'=qn\phi'=p'$, which integrates to
\begin{equation}
p=f(P)-f(P_0)=F_0(1-u^2)^2 .
\end{equation}
The Fermi pressure at each point balances the Landau energy lost there. With $p=\frac25A\phi^{5/2}$,
\begin{equation}
\phi=\phi_0(1-u^2)^{4/5},\qquad
\phi_0=\left(\frac{5F_0}{2A}\right)^{2/5}.
\end{equation}
For $m=m_e$, $A=7.28\times10^8$ C\,m$^{-3}$V$^{-3/2}$. The bracket is 0.0164 in V$^{5/2}$, and $\phi_0=0.193$ V. The centre density is $3.9\times10^{20}$ cm$^{-3}$.

\subsection*{Profile and tail}

Since $P'=-P_0u'$, Gauss's law becomes
\begin{equation}
\frac{du}{dx}=\frac{(1-u^2)^{6/5}}{L},\qquad
L=\frac{P_0}{A\phi_0^{3/2}}=4.2\ \mathrm{nm}.
\end{equation}
Expanding $(1-t^2)^{-6/5}$ in powers of $t^2$ and integrating term by term gives
\begin{equation}
\frac xL=\int_0^u\frac{dt}{(1-t^2)^{6/5}}
=u\,{}_2F_1\!\left(\tfrac12,\tfrac65;\tfrac32;u^2\right).
\end{equation}
The distance between $P=P_0/2$ and $P=-P_0/2$, used below as the width, is 4.7 nm.

Far to the right put $y=1-u\ll1$. Then $1-u^2\simeq2y$ and $y'=-(2y)^{6/5}/L$, so
\begin{equation}
y^{-1/5}\simeq\frac{2^{6/5}}5\frac xL+\mathrm{const},\qquad
y\sim\left(\frac{5L}{2^{6/5}x}\right)^5 .
\end{equation}
The tail is a power law because a dilute Fermi gas screens weakly: its compressibility charge $d(qn)/d\phi\propto\phi^{1/2}$ vanishes with $\phi$.

\subsection*{Energy}

Equation (12) turns the integrand of $s$ into $p+\kappa=n\mu=qn\phi$. Because $qn\,dx=P_0\,du$,
\begin{equation}
s=P_0\phi_0\int_{-1}^{1}(1-u^2)^{4/5}du
=P_0\phi_0\,B\!\left(\tfrac12,\tfrac95\right).
\end{equation}
The last step uses $t=u^2$, which produces the beta integral $\int_0^1t^{-1/2}(1-t)^{4/5}dt=1.415$. Numerically $s=0.26\times0.193\times1.415$ J/m$^2$, which with unrounded factors is 71.1 mJ/m$^2$. Direct minimization of the energy on a grid of 200 cells per half-wall, reaching $12L$, gives the same value to three digits.

Relative to promotion, $s/W_0=0.71\,q\phi_0/E_g=4.3\%$. The gap term dominates when $q\phi_0\ll E_g$. In the opposite limit of a reservoir at the conduction-band edge, $\Delta=0$, the promotion term vanishes and $s$ is the whole cost.

\section{Third case: gradient and background terms}

Now restore a longitudinal gradient coefficient $g$ and a background permittivity $\epsilon_b$. The displacement is $D=\epsilon_bE+P$, with $D'=-qn$, and
\begin{equation}
s=\int\left[f(P)-f(P_0)+\frac g2P'^2+\frac{\epsilon_b}2E^2+\kappa(n)\right]dx .
\end{equation}
Vary $P$ at fixed $D$. Since $E=(D-P)/\epsilon_b$, the field term contributes $-E\,\delta P$, and
\begin{equation}
f'(P)-gP''=E .
\end{equation}
Vary $D$ at fixed $P$. The field term gives $E\,\delta D$ and the kinetic term, after integration by parts, $\phi'\delta D$. Again $E=-\phi'$.

Multiply (19) by $P'=-qn-\epsilon_bE'$. The right side becomes
\begin{equation}
EP'=-qnE-\epsilon_bEE'=p'-\frac{d}{dx}\frac{\epsilon_bE^2}{2}.
\end{equation}
The left side is the derivative of $f-gP'^2/2$. Integrating from the far domain, where $p$, $P'$ and $E$ vanish,
\begin{equation}
p+\frac g2P'^2=f(P)-f(P_0)+\frac{\epsilon_b}{2}E^2 .
\end{equation}
Using this to replace the Landau and field terms in (18),
\begin{equation}
s=\int\left(p+\kappa+gP'^2\right)dx=\int\left(qn\phi+gP'^2\right)dx .
\end{equation}

\subsection*{Limit: weak corrections}

The leading profile makes the leading energy stationary, so its first-order change does not affect $s$. The gradient shift is
\begin{equation}
\delta s_g=\frac g2\int P'^2dx=\frac{gP_0^2}{2L}\int_{-1}^{1}(1-u^2)^{6/5}du .
\end{equation}
For the background term, hold $D$ fixed. Then $P=D-\epsilon_bE$ with $E\simeq f'(D)$, and the local energy becomes $f(D)-\epsilon_bE^2+\epsilon_bE^2/2$. Thus $\delta s_b=-\frac{\epsilon_b}2\int E^2dx$, evaluated on the leading profile.

With $\epsilon_b=7\epsilon_0$ and a deliberately weak $g=2.5\times10^{-11}$ J\,m$^3$/C$^2$, the two shifts nearly cancel. Their predicted sum is 0.038 mJ/m$^2$; the boundary-value solution of the full equations gives 0.040.

The example itself has $g=5\times10^{-10}$ J\,m$^3$/C$^2$. The predicted shifts are $+5.1$ and $-0.2$ mJ/m$^2$, which would bring $s$ to 75.9. The full solution gives 75.7 mJ/m$^2$ and a width of 5.2 nm. Hence
\begin{equation}
W=1664+76=1740\ \mathrm{mJ/m^2}=1.046\,W_0 .
\end{equation}

\section{Comparison with a neutral wall}

In a neutral wall the polarization lies in the wall plane, so there is no bound charge and the gradient coefficient is the shear one, $g_s=2\times10^{-11}$ J\,m$^3$/C$^2$. With $E=0$ the equation is $g_sP''=f'(P)$. Try $P=P_0\tanh(x/\delta)$ and write $\tau=\tanh(x/\delta)$:
\begin{equation}
-\frac{2g_sP_0}{\delta^2}(\tau-\tau^3)=-aP_0(\tau-\tau^3)
\ \Rightarrow\ \delta=\sqrt{\frac{2g_s}{a}}=0.38\ \mathrm{nm}.
\end{equation}
Equation (22) without electrons gives the energy $g_s\int P'^2dx=4g_sP_0^2/(3\delta)=4.8$ mJ/m$^2$. The width between the half-polarization points is $2\delta\,\mathrm{artanh}(1/2)=0.41$ nm.

The charged wall is 12.5 times wider. This ratio depends on the material. At fixed Landau coefficients $A\propto m^{3/2}$, so both $\phi_0$ and $L$ scale as $A^{-2/5}\propto m^{-3/5}$. A heavier gas has less pressure at a given density and is compressed further.

For $m=5m_e$ the leading theory gives $L=4.21\times5^{-3/5}=1.6$ nm, a width of 1.8 nm and $s=27$ mJ/m$^2$. The full solution gives 2.8 nm and 37 mJ/m$^2$. The longitudinal gradient is no longer a small correction, and it resists the compression. The width ratio falls to 6.8. In this model, which leaves out exchange, a large ratio thus requires a stiff enough electron gas, that is, a light enough mass, or a stiff enough longitudinal gradient, compared with the neutral wall's shear length.

By symmetry the same equations describe holes at a tail-to-tail wall. If the holes have mass $5m_e$ and exchange is neglected, the widely separated pair at zero temperature costs $1664+76+37=1777$ mJ/m$^2$, or $1.068\,W_0$.

\section{Testing the electron gas}

\subsection*{Temperature}

At finite temperature replace $\kappa$ by the free-energy density of the gas. The relation $dp=n\,d\mu$ still holds at fixed $T$, so the leading first integral is unchanged in form. Repeating the energy step gives
\begin{equation}
s(T)=\int n\mu\,dx=\frac{P_0}{q}\int_{-1}^{1}\mu(u)\,du,\qquad
p(\mu,T)=F_0(1-u^2)^2 .
\end{equation}
In the dilute tails $\mu$ tends to minus infinity, but only logarithmically in $1-u^2$, so the integral converges. At 30 K it agrees with the zero-temperature $s$ within 2\%.

At 300 K, with the Landau coefficients held fixed, the leading $s$ falls from 71 to 62 mJ/m$^2$. The centre chemical potential is 0.185 eV against $kT=0.026$ eV, so the core is degenerate. The outer tail is not: setting $\phi_0(1-u^2)^{4/5}=kT/q$ gives $u=0.96$, beyond which 4\% of the electrons lie. For $m=5m_e$ the leading centre Fermi energy is $0.193\times5^{-3/5}=0.074$ eV (0.054 eV in the full solution), only two to three times $kT$, and the zero-temperature energy is no longer reliable: the leading $s$ falls from 27 to about 7 mJ/m$^2$.

\subsection*{Quantization across the wall}

The potential well also quantizes motion along $x$. For bound levels $\varepsilon_i<0$, measured from the far conduction edge, each subband holds $m|\varepsilon_i|/(\pi\hbar^2)$ electrons per area. Solving the Schr\"odinger equation in the leading potential with $m=m_e$, in a box reaching $12L$ on either side, gives 16 occupied subbands. The count depends on the box, because the long tail of the well also binds very shallow levels, but these hold almost no charge. Their total density agrees with $2P_0/q$ to within 0.1\%. This tests the local density of states in that fixed potential; it is not a self-consistent subband calculation.

\subsection*{Exchange}

Of the three effects in this section, exchange is the largest. With background screening, its energy per electron in a uniform gas is
\begin{equation}
\varepsilon_x=-\frac{3q^2k_F}{16\pi^2\epsilon_b},\qquad k_F=(3\pi^2n)^{1/3},
\end{equation}
or $-0.11$ eV at the centre density. Multiplying its size by $2P_0/q$ gives 58 mJ/m$^2$. On the unchanged profile this is an upper estimate, since the density is lower elsewhere. It is 3.5\% of $W_0$, but comparable with $s$.

The width is more exposed. Because $\varepsilon_x\propto n^{1/3}$, exchange adds a pressure $n\varepsilon_x/3=-0.037n$ eV, against the Fermi pressure $0.4\times0.193\,n=0.077n$ eV. The total must still equal $F_0$ at the centre. With $r$ the ratio of new to old centre density, $r^{5/3}-0.48r^{4/3}=1$, so $r\simeq1.4$. The polarization slope there rises by the same 40\%, and the wall narrows. Below about a tenth of the original centre density the total pressure is negative, and this local treatment of the tail fails.

For $m=5m_e$ the failure reaches the centre. At the centre density of the full solution, $6.3\times10^{20}$ cm$^{-3}$, exchange in a single valley gives a pressure of $-0.043n$ eV, while the Fermi pressure is only about $0.02n$ eV. The $5m_e$ widths and kinetic energies above therefore describe a gas without exchange and should not be used as estimates for a real wall. The gap-dominated energy is better founded than the precise width.

\section{Beside a real crystal}

The example is a model in the barium titanate regime, not a prediction for a particular sample. The electron mass is an uncertain input. Conduction bands with several anisotropic valleys can give a density-of-states mass well above $m_e$, where a gas model without exchange is no longer reliable. The quartic Landau energy omits higher terms and strain. The neutral width of 0.41 nm is about one lattice cell, so the continuum ratio of widths is an order-of-magnitude statement. Carriers may also form polarons, which changes both the promotion energy and the gas pressure.

Real crystals can also break the assumption that all electrons come from the valence band. Donors, including oxygen vacancies, can supply them from shallow levels. If the ionized donors sit at the tail-to-tail wall and exchange is neglected, the model cost of the head-to-head wall falls from 1740 to 76 mJ/m$^2$ as $\Delta\to0$, a factor of 23. Donors fixed throughout the domains instead make $D$ vary between the walls, which adds a Landau energy. If they just suffice to screen the walls, this energy at first grows in proportion to the spacing. At a fixed donor density $N$ above about $10^{19}$ cm$^{-3}$ it levels off once the spacing exceeds the depletion width, roughly $P_0/(qN)$ on each side of the tail-to-tail wall. At lower $N$ the potential drop across a full depletion layer, $F_0/(qN)$, would exceed $V_g$. In equilibrium holes then form at that wall and limit both the layer and its energy. Mobile charged defects can also replace part of the electron gas, and then neither the width nor the energy above applies.

Supply is a kinetic question too. At 1 $\mu$m spacing the residual field $V_g/d$ is 0.032 MV/cm. For a triangular barrier the interband tunnelling exponent is
\begin{equation}
\frac{4\sqrt{2mE_g}\,d}{3\hbar}\simeq1.2\times10^4 ,
\end{equation}
so tunnelling between the walls does not deliver the charge. Thermal generation across a gap of 3.2 eV is also far too slow at 300 K. The charge must be generated by light, injected, or released by defects.

For the original decision, a cell with a given supply of electrons must contain the wall, a few nanometres wide in the example with $m=m_e$, together with its tails. These are much longer than the wall: in the leading profile, without exchange, $|P|$ reaches $0.9P_0$ at 7 nm from the centre but $0.99P_0$ only at 16 nm, and at 300 K the latter distance grows to about 40 nm. In the sheet model, a cell that has to create its own electron--hole pairs must, for these parameters, separate the walls by more than about 110 nm for an evenly spaced stationary state to exist at all, and by more than about 160 nm before they cost less than the unpolarized state. The finite width and kinetic energy of the two carrier gases raise both spacings, by roughly a tenth if both carriers have mass $m_e$ and by less if they are heavier. At 160 nm the average field $V_g/d$ is still 0.2 MV/cm, and a real crystal may switch at a field well below the uniform Landau limit, so it can need a much wider spacing: $V_g/d$ falls to 1 kV/cm, the order of the coercive field of barium titanate crystals, only at about 30 $\mu$m. The reported energy should name the electron reservoir.

\section*{Table of computed values}
\begin{verbatim}
Polarization P0: 26 uC/cm2
Relative permittivity along axis: 200
Relative background permittivity: 7
Band gap: 3.2 eV
Electron mass: 1 m_e
Heavy carrier mass (holes, heavy case): 5 m_e
Longitudinal gradient coefficient: 5e-10 J m3/C2
Shear gradient coefficient: 2e-11 J m3/C2
Landau coefficient a: 2.824e+08 J m/C2
Landau coefficient b: 4.177e+09 J m5/C4
Well depth F0: 4.772 MJ/m3
Electron charge density scale A: 7.276e+08 C m-3 V-3/2
Sheet density 2P0/q: 3.246e+14 cm-2
Promotion energy 2 P0 Eg/q: 1664 mJ/m2
Leading centre Fermi energy: 0.1931 eV
Leading centre density: 3.855e+20 cm-3
Leading length L: 4.21 nm
B(1/2,9/5): 1.415
Leading wall energy s: 71.06 mJ/m2
Direct minimisation of s: 71.07 mJ/m2
Leading half-polarization width: 4.717 nm
First-order gradient shift, example: 5.076 mJ/m2
First-order background shift: -0.2163 mJ/m2
Weak-gradient test: computed shift: 0.04013 mJ/m2
Weak-gradient test: predicted shift: 0.03752 mJ/m2
Full, 1 m_e: wall energy s: 75.71 mJ/m2
Full, 1 m_e: half-polarization width: 5.173 nm
Full, 1 m_e: centre Fermi energy: 0.1797 eV
Full, 1 m_e: centre density: 3.458e+20 cm-3
Full, 1 m_e: peak field: 0.2351 MV/cm
Full, 1 m_e: width over neutral width: 12.51
Full, 5 m_e: wall energy s: 37.44 mJ/m2
Full, 5 m_e: half-polarization width: 2.826 nm
Full, 5 m_e: centre Fermi energy: 0.05369 eV
Full, 5 m_e: centre density: 6.317e+20 cm-3
Full, 5 m_e: peak field: 0.1272 MV/cm
Full, 5 m_e: width over neutral width: 6.835
Neutral wall length delta: 0.3764 nm
Neutral half-polarization width: 0.4135 nm
Neutral wall energy: 4.789 mJ/m2
Head-to-head total W: 1740 mJ/m2
W over 2 P0 Eg/q: 1.046
Pair total with hole wall: 1777 mJ/m2
Pair total over 2 P0 Eg/q: 1.068
Wall spacing: 1000 nm
Spacing shift, formula: -18.13 mJ/m2
Spacing shift, minimised: -18.55 mJ/m2
Least spacing for polarized domains: 113.2 nm
Residual field between walls: 0.032 MV/cm
Interband tunnelling exponent: 1.222e+04
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Centre chemical potential at T, leading model: 0.1846 eV
Wall free energy s(T), leading model: 61.91 mJ/m2
Occupied subbands: 16
Subband over semiclassical sheet density: 1
Exchange per electron at centre, size: 0.1106 eV
\end{verbatim}
